\section*{Field heating against recoil loss for electrons in room-temperature helium}

\section*{Problem}

A few free electrons drift in helium gas at 300 K and 760 Torr under a steady, uniform electric field. They are too few to disturb the gas. At low energy their collisions with helium atoms are elastic. Take a momentum-transfer cross section $\sigma=6$ \AA$^2$, a rough low-energy value, independent of energy, and let the scattering be isotropic in the centre-of-mass frame.

\begin{enumerate}
\item Find the mean rate at which an electron of speed $v$ loses energy to the moving atoms.
\item Balance this loss against field heating, assuming that the electrons have a Maxwellian distribution of temperature $T_e$. Estimate the reduced field $E/N$ at which their mean energy is twice the thermal value, and decide whether it lies below 0.1 townsend (Td).
\item Replace the assumed Maxwellian by the distribution that the field and the recoil themselves produce. How far does the estimate move?
\item Find what would push the answer above 0.1 Td.
\end{enumerate}

The algebra is in atomic units: the electron mass, the elementary charge and $\hbar$ are 1, $M$ is the mass of the atom, and $kT$ is an energy. $N$ is the gas density and $E$ the magnitude of the force on an electron, which points along $+z$. Numbers are in eV and \AA, with engineering units where a main result calls for them.

\section*{1. Energy lost to moving atoms}

Let the electron have velocity $\mathbf v$ and the atom $\mathbf V$. Define
\begin{equation}
\mathbf g=\mathbf v-\mathbf V,\qquad
\mathbf V_c=\frac{\mathbf v+M\mathbf V}{1+M},\qquad
\mu=\frac{M}{1+M}.
\end{equation}
Then $\mathbf v=\mathbf V_c+\mu\mathbf g$. An elastic collision keeps $\mathbf V_c$ and $g=|\mathbf g|$ and turns the relative velocity into a new direction $\mathbf n$, so $\mathbf v'=\mathbf V_c+\mu g\mathbf n$. The squares $V_c^2$ and $\mu^2g^2$ cancel in the energy change:
\begin{equation}
\Delta\varepsilon=\tfrac12v'^2-\tfrac12v^2
=\mu\,\mathbf V_c\cdot(g\mathbf n-\mathbf g).
\label{change}
\end{equation}
For isotropic scattering $\mathbf n$ averages to zero, and the mean loss in one collision is
\begin{equation}
\mu\mathbf V_c\cdot\mathbf g
=\frac{M}{(1+M)^2}\left[v^2+(M-1)\mathbf v\cdot\mathbf V-MV^2\right]
\simeq\frac{v^2}{M}+\mathbf v\cdot\mathbf V-V^2 .
\end{equation}
Thermal atoms have $\langle V_iV_j\rangle=(kT/M)\delta_{ij}$. Thus $V^2$ and $v^2/M$ are both of order $1/M$, while $\mathbf v\cdot\mathbf V$ is larger, of order $M^{-1/2}$, but averages to zero if all atoms count equally. They do not: collisions occur at the rate $N\sigma g$, with
\begin{equation}
g\simeq v-\frac{\mathbf v\cdot\mathbf V}{v}
\end{equation}
when $v$ is much larger than the atomic speeds. Multiplying and averaging to order $1/M$ gives
\begin{align}
\langle g\,\mu\mathbf V_c\cdot\mathbf g\rangle
&=v\left(\frac{v^2}{M}-\frac{3kT}{M}\right)
-\frac{\langle(\mathbf v\cdot\mathbf V)^2\rangle}{v}\nonumber\\
&=\frac{v^3}{M}-\frac{3vkT}{M}-\frac{vkT}{M}
=\frac{2v}{M}(\varepsilon-2kT),
\end{align}
where $\varepsilon=v^2/2$. The mean loss rate is therefore
\begin{equation}
L(v)=\frac{2}{M}N\sigma v\,(\varepsilon-2kT).
\label{loss}
\end{equation}
An electron below $2kT$ gains energy on average. Three of the four units of $kT$ come from the atoms' own motion; the fourth appears because head-on encounters, which tend to give the electron energy, are more frequent than overtaking ones. A direct average over atomic velocities and scattering directions, at four energies from $0.5kT$ to $8kT$ and with the helium mass, agrees with (\ref{loss}) to a relative $2.7\times10^{-4}$, the size expected of the dropped terms.

\section*{2. The balance and the doubling field}

\textbf{Mean loss.} Let $a=kT_e$ and $f_0\propto e^{-v^2/2a}$. The averages needed are ratios of
\begin{equation}
I_n=\int_0^\infty v^ne^{-v^2/2a}\,dv,\qquad I_{n+2}=(n+1)a\,I_n .
\end{equation}
The recurrence follows from integration by parts. With $I_1=a$ and $I_2=\sqrt{\pi/2}\,a^{3/2}$,
\begin{equation}
\left\langle\frac1v\right\rangle=\frac{I_1}{I_2}=\sqrt{\frac{2}{\pi a}},\qquad
\langle v\rangle=\frac{I_3}{I_2}=\sqrt{\frac{8a}{\pi}},\qquad
\langle v\varepsilon\rangle=\frac{I_5}{2I_2}=2a\langle v\rangle .
\end{equation}
Averaging (\ref{loss}) gives
\begin{equation}
\langle L\rangle=\frac4M N\sigma\langle v\rangle(kT_e-kT).
\label{meanloss}
\end{equation}
It vanishes at $T_e=T$, as equilibrium requires. The mean energy is then $3kT/2$, below the $2kT$ at which an individual electron breaks even; the faster electrons collide more often, and their losses cancel the gains of the slower ones.

\textbf{Heating.} The field makes the distribution slightly lopsided, $f=f_0(v)+f_1(v)\cos\theta$, with $\theta$ measured from the force. To leading order the force supplies the term $E\cos\theta\,df_0/dv$, and isotropic scattering from nearly fixed atoms removes $f_1$ at the rate $N\sigma v$. In the steady state
\begin{equation}
E\frac{df_0}{dv}=-N\sigma v f_1,\qquad
f_1=-\frac{E}{N\sigma v}\frac{df_0}{dv}.
\label{fone}
\end{equation}
Since $f_0$ falls with speed, $f_1$ is positive: more electrons move with the force than against it. The angular integral of $\cos^2\theta$ is $4\pi/3$, so the drift speed, with $f_0$ normalized to one electron, is
\begin{align}
w&=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv
=-\frac{4\pi E}{3N\sigma}\int_0^\infty v^2\frac{df_0}{dv}\,dv\nonumber\\
&=\frac{8\pi E}{3N\sigma}\int_0^\infty vf_0\,dv
=\frac23\frac{E}{N\sigma}\left\langle\frac1v\right\rangle .
\end{align}
The boundary term $v^2f_0$ vanishes at both ends, and $\langle1/v\rangle=4\pi\int vf_0\,dv$.

\textbf{Balance.} The force does work at the rate $Ew$. Equating it to (\ref{meanloss}),
\begin{equation}
\frac23\frac{E^2}{N\sigma}\sqrt{\frac{2}{\pi a}}
=\frac4M N\sigma\sqrt{\frac{8a}{\pi}}\,(a-kT).
\end{equation}
Multiply by $\tfrac32\sqrt{\pi a/2}$ and divide by $N\sigma$. Since $\sqrt{8a/\pi}\sqrt{\pi a/2}=2a$,
\begin{equation}
\left(\frac{E}{N\sigma}\right)^2=\frac{12}{M}\,kT_e(kT_e-kT).
\label{law}
\end{equation}
A Maxwellian has mean energy $3kT_e/2$, so doubling means $T_e=2T$:
\begin{equation}
\frac EN=\sigma kT\sqrt{\frac{24}{M}} .
\label{double}
\end{equation}

\textbf{Numbers.} Here $kT=0.02585$ eV, the mean energy rises from 0.0388 to 0.0776 eV, and $M=7296.3$. A force in eV/\AA\ divided by a density in \AA$^{-3}$ is in eV\,\AA$^2$; for unit charge this reads as V\,\AA$^2$, and 1 V\,\AA$^2$ is 10 Td. Hence
\begin{equation}
\frac EN=6\times0.02585\times\sqrt{\frac{24}{7296.3}}
=0.00890\ \mathrm{V\,\AA^2}=0.089\ \mathrm{Td}.
\end{equation}
The estimate lies below 0.1 Td, by about 11 percent of that limit. At 760 Torr it corresponds to 21.8 V/cm.

So small a field suffices because recoil is a weak brake. The mean free path is 6813 \AA, and an electron moving along the force over that distance gains $1.48\times10^{-3}$ eV, far less than $kT$. Most of this is given back on paths against the force. The net fraction kept is $w/\langle v\rangle=1455/(1.522\times10^5)=0.0096$ (speeds in m/s), which leaves $1.4\times10^{-5}$ eV per collision. By (\ref{meanloss}) the recoil loss per collision is $4kT/M=1.4\times10^{-5}$ eV, the same amount. Per unit time, heating and loss are each 0.00317 eV/ns. For this Maxwellian the mobility is about 6700 cm$^2$/Vs; the distribution derived in Section 3 lowers it to about 6200 cm$^2$/Vs at its own doubling field.

\textbf{Weak and strong heating.} Put $r=T_e/T$ and $s=E/(N\sigma kT)$. Equation (\ref{law}) becomes $r(r-1)=Ms^2/12$, whose root above 1 is
\begin{equation}
r=\frac12\left(1+\sqrt{1+\frac{Ms^2}{3}}\right).
\end{equation}
For weak fields $r-1\simeq Ms^2/12$, quadratic in the field. For strong fields $r\simeq s\sqrt{M/12}$: the gas temperature drops out and the electron energy grows linearly with the field. Doubling lies between these limits. Relative to the doubling field, any other ratio needs the factor $\sqrt{r(r-1)/2}$. With the Maxwellian shape kept, a 10 percent rise needs $\sqrt{0.055}=0.235$ of it, or 0.021 Td; tripling needs $\sqrt3$ times as much, or 0.154 Td.

\section*{3. The distribution made by the field and the recoil}

A Maxwellian at $T_e$ was assumed, not derived. To find the swarm's own distribution, follow the flow of electrons along the energy axis. Let $n(\varepsilon)=4\pi vf_0$ be the number per unit energy, which follows from $4\pi v^2f_0\,dv$ and $d\varepsilon=v\,dv$. A collision changes the energy by little, so the recoil flow towards higher energy is a drift plus a diffusion:
\begin{equation}
J_r=-L\,n-\frac12\frac{d}{d\varepsilon}(Bn),
\end{equation}
where $B$ is the mean-square energy change per unit time. By (\ref{change}), the leading change is $\mathbf V\cdot(v\mathbf n-\mathbf v)$. The mean of $|v\mathbf n-\mathbf v|^2$ over directions is $2v^2$, so
\begin{equation}
B=N\sigma v\,\frac{kT}{M}\,2v^2=\frac4M N\sigma v\varepsilon\,kT .
\end{equation}
Using $vn=4\pi v^2f_0=8\pi\varepsilon f_0$,
\begin{align}
J_r&=-\frac{16\pi}{M}N\sigma\left[\varepsilon(\varepsilon-2kT)f_0
+kT\frac{d}{d\varepsilon}(\varepsilon^2f_0)\right]\nonumber\\
&=-\frac{16\pi}{M}N\sigma\,\varepsilon^2
\left(f_0+kT\frac{df_0}{d\varepsilon}\right).
\end{align}
The two terms in $2kT\varepsilon f_0$ cancel, and the flow vanishes for a Maxwellian at the gas temperature.

The field carries electrons outward through the sphere of speed $v$ in velocity space. With (\ref{fone}) and $df_0/dv=v\,df_0/d\varepsilon$,
\begin{equation}
J_E=\frac{4\pi}{3}v^2Ef_1
=-\frac{8\pi}{3}\frac{E^2}{N\sigma}\,\varepsilon\frac{df_0}{d\varepsilon}.
\end{equation}
In a steady state without sources $J_r+J_E=0$. Dividing by $-(16\pi/M)N\sigma\varepsilon^2$,
\begin{equation}
f_0+\left[kT+\frac{M}{6\varepsilon}\left(\frac{E}{N\sigma}\right)^2\right]
\frac{df_0}{d\varepsilon}=0 .
\label{flux}
\end{equation}
Let $x=\varepsilon/kT$ and $b=M(E/N\sigma kT)^2/6$. Then
\begin{equation}
\frac{d\ln f_0}{dx}=-\frac{x}{x+b}=-1+\frac{b}{x+b},\qquad
f_0\propto e^{-x}\left(1+\frac xb\right)^b .
\label{shape}
\end{equation}
At large $x$ this falls as $e^{-x}x^b$, faster than the $e^{-x/2}$ of a Maxwellian at $2T$: the swarm has fewer very fast electrons.

The mean energy doubles when
\begin{equation}
\frac{\int_0^\infty x^{3/2}f_0\,dx}{\int_0^\infty x^{1/2}f_0\,dx}=3,
\end{equation}
which has the numerical solution $b=3.79$. The Maxwellian estimate (\ref{double}) corresponds to $b=24/6=4$. Since the field varies as $\sqrt b$, the corrected value is $0.0890\sqrt{3.79/4}=0.087$ Td. The Maxwellian value is 2.7 percent above it. The gap is wider for weak heating: for a 10 percent rise in mean energy, (\ref{shape}) gives 0.019 Td, and the Maxwellian value is about 11 percent higher.

This distribution was tested by following 4000 simulated electrons through collisions with thermal atoms. To shorten the relaxation, the model atom had $M=400$, with the field chosen to keep $b=3.79$. The mean energy came out at 2.00 times thermal, and the drift speed at 1.00 times the prediction, each with a sampling error of about 0.01.

\section*{4. A few cases and the limits of the answer}

The cross section of helium is not constant. Suppose, roughly, that it rises from 5 \AA$^2$ at zero energy to 6.5 \AA$^2$ at 0.3 eV, linearly in the electron speed. Equation (\ref{flux}) still holds with $\sigma(\varepsilon)$: the coefficient of $df_0/d\varepsilon$ in $J_r$ comes from $B$, which to leading order contains the local cross section, and the coefficient of $f_0$ is then fixed because $J_r$ must vanish in equilibrium. The doubling field becomes 0.085 Td.

\begin{center}
\begin{tabular}{lccc}
\hline
Distribution & $\sigma$ (\AA$^2$) & Energy/thermal & $E/N$ (Td)\\
\hline
Maxwellian & 6 & 1.1 & 0.021\\
Maxwellian & 6 & 2 & 0.089\\
Swarm & 6 & 2 & 0.087\\
Swarm & 5 to 6.5, rising & 2 & 0.085\\
Maxwellian & 6 & 3 & 0.154\\
\hline
\end{tabular}
\end{center}

\textbf{Cross section and gas temperature.} By (\ref{double}) the field is proportional to both $\sigma$ and $T$. With $T$ held at 300 K, the Maxwellian estimate reaches 0.1 Td at $\sigma=6.74$ \AA$^2$. With $\sigma$ held at 6 \AA$^2$, it does so at a gas temperature of 337 K, where doubling refers to the thermal energy of that warmer gas. In this model the pressure does not enter $E/N$.

\textbf{Electron-electron collisions.} These push the distribution towards a Maxwellian. With $\bar\varepsilon=3kT$, their energy exchange has an effective cross section of about $4\pi(1/2\bar\varepsilon)^2\ln\Lambda$, where $\Lambda$ is the Debye length divided by $1/2\bar\varepsilon$. Multiplied by the ionization degree, this equals the recoil value $2\sigma/M$ at a degree of about $2\times10^{-9}$, with $\ln\Lambda=6.65$. Well below that degree the swarm result applies. Above it the approach to the Maxwellian is slow: with electron-electron collisions added to (\ref{flux}), the doubling field has moved about a fifth of the way to the Maxwellian value at $2\times10^{-9}$, about 60 percent at $2\times10^{-8}$ and about 90 percent at $2\times10^{-7}$. By then, in a neutral plasma, collisions with ions begin to count. They weaken the heating and add a recoil loss, raising the doubling field by about 2 percent at a degree of $10^{-7}$ and by about 10 percent at $10^{-6}$. On this estimate it passes 0.1 Td at a degree between 1 and $2\times10^{-6}$. For constant $\sigma$ the choice between the two distributions changes the doubling field by less than 3 percent.

\textbf{Steadiness and uniformity.} The excess energy divided by the loss power is $0.0388/0.00317\simeq12$ ns. In that time an electron drifts $1.8\times10^5$ \AA. With a diffusion coefficient of $\lambda\langle v\rangle/3$, where $\lambda$ is the mean free path, it also spreads by about $(2\lambda\langle v\rangle t/3)^{1/2}=2.9\times10^5$ \AA. The local balance needs a field that is steady over times well above the first figure and uniform over distances well above the other two.

\textbf{Excitation and dense-gas effects.} At a rough electronic threshold of 20 eV, $f_0$ is less than $10^{-300}$ of its value at zero energy, so excitation plays no part in this steady swarm. The reduced wavelength is 0.001 of the mean free path, which supports treating collisions as separate events.

\textbf{Impurities.} Molecules can take up energy in rotation, so even traces of them may matter. At the doubling point helium removes energy with an effective cross section of $4\sigma kT/M=8.5\times10^{-5}$ eV\,\AA$^2$. Assume, as an order of magnitude for a strongly polar vapour such as water, a net loss cross section of 1 eV\,\AA$^2$. Then 85 ppm of it doubles the loss. If the drift at given field and the Maxwellian shape are unchanged, the doubling field grows as the square root of the total loss. It reaches 0.1 Td when the added loss is $(0.1/0.0890)^2-1=0.26$ of the helium loss, at about 22 ppm.

\textbf{The real case.} Helium plasma jets for surface treatment run near 760 Torr, often with gas not far above room temperature. The balance above can describe at most their weak-field regions, not the ionizing front, where electrons must reach the electronic thresholds. Even in the weak-field regions, a jet that opens into air breaks the assumption of pure helium. As an illustration, mixing in 10 percent of air that holds 1 percent of water vapour brings 1000 ppm of water. With the loss assumed above, the doubling field becomes $0.0890\sqrt{1+1000/85}\simeq0.3$ Td, before any loss to nitrogen and oxygen is counted. The answer to the problem is thus conditional: the doubling field lies below 0.1 Td for helium near 300 K, with a low-energy cross section near 6 \AA$^2$, and with polar impurities held, on this rough estimate, below about 20 ppm in gas that is otherwise pure and ionized to a degree below about $10^{-6}$. The numerical output below gives the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
Gas temperature: 300 K
Gas pressure: 760 Torr
Rough constant cross section: 6.0 angstrom^2
Helium atom/electron mass ratio: 7296.3
Thermal energy kT: 0.02585 eV
Thermal mean energy: 0.0388 eV
Doubled mean energy: 0.0776 eV
Gas density: 2.4463e-05 angstrom^-3
Mean free path: 6813.0 angstrom
Maxwellian doubling field: 0.0890 Td
Same field at stated pressure: 21.76 V/cm
Energy gained along one free path: 1.483e-03 eV
Maxwellian drift speed: 1454.6 m/s
Mean electron speed: 1.522e+05 m/s
Maxwellian mobility: 6684 cm2/Vs
Field heating per electron: 0.00317 eV/ns
Recoil loss per electron: 0.00317 eV/ns
Excess energy / loss power: 12.250 ns
Drift distance in that time: 178186 angstrom
Largest cross section for 0.1 Td: 6.74 angstrom^2
Highest gas temperature for 0.1 Td: 337 K
Swarm parameter b at doubling: 3.7908 (dimensionless)
Non-Maxwellian doubling field: 0.0866 Td
Maxwellian excess over swarm field: 2.72 percent
Rough cross section at zero energy: 5.0 angstrom^2
Rough cross section at 0.3 eV: 6.5 angstrom^2
Doubling field with rising cross section: 0.0847 Td
Coulomb logarithm: 6.65 (dimensionless)
Ionization degree where e-e rivals recoil: 2.28e-09 (fraction)
Rough electronic threshold: 20 eV
log10 of f0(threshold)/f0(0): -327 (dimensionless)
Reduced wavelength / free path: 0.0010 (dimensionless)
Helium energy-loss cross section: 8.504e-05 eV angstrom^2
Assumed impurity loss cross section: 1.0 eV angstrom^2
Impurity matching helium loss: 85 ppm
Largest recoil-formula error: 2.74e-04 (relative)
Largest balance-law error: 4.48e-04 (relative)
Monte Carlo model mass ratio: 400 (dimensionless)
Monte Carlo mean energy / thermal: 2.000 (dimensionless)
Monte Carlo drift / predicted: 1.002 (dimensionless)
\end{verbatim}
